# Elastic constants and the Kleinman parameter in the Keating model of diamond

## Problem

A diamond crystal has cubic lattice constant $a$ and bond length $d=\sqrt3\,a/4$. In the Keating model its energy is

$$
E=\frac{3\alpha}{8d^2}\sum_{\text{bonds}}\left(\mathbf r\cdot\mathbf r-d^2\right)^2
+\frac{3\beta}{8d^2}\sum_{\text{angles}}\left(\mathbf r\cdot\mathbf r'+\tfrac13 d^2\right)^2 ,
$$

where $\mathbf r$ is a vector along a nearest-neighbour bond, and $\mathbf r,\mathbf r'$ are two bonds leaving the same atom. Each bond and each angle is counted once, and $\alpha,\beta>0$. The lattice is static: thermal and zero-point motion are left out.

1. Find the energy density to second order in a homogeneous strain and in a relative shift of the two sublattices.
2. Derive $C_{11}$, $C_{12}$ and $C_{44}$.
3. Find the Kleinman parameter $\zeta$, which measures the sublattice shift under shear, and express it through $C_{11}$ and $C_{12}$.
4. Eliminate $\alpha$ and $\beta$ to obtain a relation among the three elastic constants.
5. Test this relation on silicon, using the rough measured sizes $C_{11}\approx170$, $C_{12}\approx64$ and $C_{44}\approx80$ GPa, each rounded to two figures, and $a\approx5.4$ Å.
6. The Stillinger–Weber potential, an empirical model of silicon, gives $C_{11}=151.4$, $C_{12}=76.4$ and $C_{44}=56.4$ GPa. Does it obey the relation? Explain the outcome.

## Solution

### 1. The quadratic energy

**Geometry.** Let $s=a/4$, so that $d^2=3s^2$. The four bonds leaving an atom of the first sublattice are $s\mathbf b_n$, with

$$
\mathbf b_1=(1,1,1),\quad \mathbf b_2=(1,-1,-1),\quad
\mathbf b_3=(-1,1,-1),\quad \mathbf b_4=(-1,-1,1).
$$

At rest $\mathbf b_n\cdot\mathbf b_n=3$, and $\mathbf b_n\cdot\mathbf b_m=-1$ for $n\ne m$. Every bracket in $E$ therefore vanishes, and the undeformed crystal is a minimum with zero stress.

Apply a symmetric strain $e$; a rotation would leave all scalar products unchanged. The strain does not fix the positions of the atoms inside the primitive cell, so let the second sublattice also shift by $\mathbf u=s\mathbf v$ relative to the first. The bonds become

$$
\mathbf r_n=s(\mathbf b_n+e\,\mathbf b_n+\mathbf v).
$$

A uniform shift of each sublattice is sufficient. After a homogeneous strain, equivalent atoms feel equal forces, and the linear response of a stable lattice, which is unique up to a translation of the whole crystal, keeps that periodicity. The numerical check relaxes all atoms of an eight-atom cell independently and confirms this.

**Changes of the scalar products.** Each energy term is the square of a quantity that is zero at rest. Its quadratic part is thus the square of the first-order change, and second-order changes of the scalar products enter the energy only beyond second order. To first order,

$$
\delta(\mathbf r_n\cdot\mathbf r_m)
=s^2\left[2\,\mathbf b_n\cdot e\,\mathbf b_m+(\mathbf b_n+\mathbf b_m)\cdot\mathbf v\right].
$$

Write $t=e_{xx}+e_{yy}+e_{zz}$ and collect the engineering shears in $\boldsymbol\gamma=(2e_{yz},2e_{xz},2e_{xy})$.

**Bond terms.** The components of each $\mathbf b_n$ are $\pm1$ and their product is $+1$. Hence $b_yb_z=b_x$, and cyclically, which gives $\mathbf b_n\cdot e\,\mathbf b_n=t+\mathbf b_n\cdot\boldsymbol\gamma$ and

$$
\delta(\mathbf r_n\cdot\mathbf r_n)=2s^2\left[t+\mathbf b_n\cdot(\boldsymbol\gamma+\mathbf v)\right].
$$

Since $\sum_n\mathbf b_n=0$, the cross terms cancel in the sum of squares. Since $\sum_n b_{ni}b_{nj}=4\delta_{ij}$, the rest is

$$
\sum_n[\delta(\mathbf r_n\cdot\mathbf r_n)]^2
=16s^4\left[t^2+|\boldsymbol\gamma+\mathbf v|^2\right].
$$

**Angle terms.** For the pair $(1,2)$,

$$
\mathbf b_1\cdot e\,\mathbf b_2=e_{xx}-e_{yy}-e_{zz}-2e_{yz}=(2e_{xx}-t)-\gamma_x,
\qquad \mathbf b_1+\mathbf b_2=(2,0,0).
$$

For the pair $(3,4)$ the signs of $\gamma_x$ and of the vector sum are reversed:

$$
\mathbf b_3\cdot e\,\mathbf b_4=(2e_{xx}-t)+\gamma_x,
\qquad \mathbf b_3+\mathbf b_4=(-2,0,0).
$$

The two changes are therefore

$$
2s^2\left[(2e_{xx}-t)\pm(v_x-\gamma_x)\right],
$$

and their squares sum to $8s^4[(2e_{xx}-t)^2+(v_x-\gamma_x)^2]$. The other four pairs follow by cyclic permutation of the axes.

An atom of the second sublattice has the bonds $-\mathbf r_n$, whose scalar products are the same. This doubles the sum, so the twelve angles of a primitive cell give

$$
16s^4\left[\sum_i(2e_{ii}-t)^2+|\mathbf v-\boldsymbol\gamma|^2\right].
$$

**Energy density.** The prefactor is $3/(8d^2)=1/(8s^2)$, and the primitive cell has volume $a^3/4=16s^3$. The common factor is

$$
\frac{16s^4}{8s^2\cdot16s^3}=\frac1{8s}=\frac1{2a},
$$

and the energy per volume is

$$
W=\frac1{2a}\left\{\alpha\left[t^2+|\boldsymbol\gamma+\mathbf v|^2\right]
+\beta\left[\sum_i(2e_{ii}-t)^2+|\mathbf v-\boldsymbol\gamma|^2\right]\right\}.
$$

The normal strains do not couple to $\mathbf v$. The shears do, through the cross term $(\alpha-\beta)\,\boldsymbol\gamma\cdot\mathbf v/a$, unless $\alpha=\beta$.

### 2. The elastic constants

For a cubic crystal at zero stress,

$$
W=\tfrac12C_{11}\sum_ie_{ii}^2+C_{12}\sum_{i<j}e_{ii}e_{jj}+\tfrac12C_{44}|\boldsymbol\gamma|^2 .
$$

**Normal strains.** Using $\sum_{i<j}e_{ii}e_{jj}=\tfrac12(t^2-\sum_ie_{ii}^2)$, the first two terms become

$$
\tfrac12(C_{11}-C_{12})\sum_ie_{ii}^2+\tfrac12C_{12}t^2 .
$$

In the Keating energy,

$$
\sum_i(2e_{ii}-t)^2=4\sum_ie_{ii}^2-4t^2+3t^2=4\sum_ie_{ii}^2-t^2 ,
$$

so the normal-strain part of $W$ is $\frac1{2a}\left[(\alpha-\beta)t^2+4\beta\sum_ie_{ii}^2\right]$. Comparison gives $C_{12}=(\alpha-\beta)/a$ and $C_{11}-C_{12}=4\beta/a$, that is

$$
\boxed{C_{11}=\frac{\alpha+3\beta}{a},\qquad C_{12}=\frac{\alpha-\beta}{a}}
$$

**Shear.** If the sublattices are held at $\mathbf v=0$, the shear energy is $(\alpha+\beta)|\boldsymbol\gamma|^2/2a$, and the clamped constant is $C_{44}^{0}=(\alpha+\beta)/a$. A slow deformation lets the sublattices relax. The condition $\partial W/\partial\mathbf v=0$ reads

$$
\alpha(\boldsymbol\gamma+\mathbf v)+\beta(\mathbf v-\boldsymbol\gamma)=0
\quad\Longrightarrow\quad
\mathbf v=-\frac{\alpha-\beta}{\alpha+\beta}\,\boldsymbol\gamma .
$$

At this shift,

$$
\boldsymbol\gamma+\mathbf v=\frac{2\beta}{\alpha+\beta}\boldsymbol\gamma,
\qquad
\mathbf v-\boldsymbol\gamma=-\frac{2\alpha}{\alpha+\beta}\boldsymbol\gamma ,
$$

and the energy is

$$
W=\frac1{2a}\,\frac{4\alpha\beta^2+4\beta\alpha^2}{(\alpha+\beta)^2}|\boldsymbol\gamma|^2
=\frac1{2a}\,\frac{4\alpha\beta}{\alpha+\beta}|\boldsymbol\gamma|^2 .
$$

Hence

$$
\boxed{C_{44}=\frac{4\alpha\beta}{a(\alpha+\beta)}}
$$

As $\beta\to0$, both shear constants, $C_{44}$ and $(C_{11}-C_{12})/2$, vanish. The bulk modulus $(C_{11}+2C_{12})/3=(3\alpha+\beta)/3a$ stays finite. In this model, bond stretching alone resists compression but not shear.

### 3. The Kleinman parameter

Define $\zeta$ by $\mathbf u=-\zeta s\boldsymbol\gamma$, or $\mathbf v=-\zeta\boldsymbol\gamma$. A shear in the $yz$ plane thus moves the sublattices relative to each other along $x$. The value $\zeta=0$ means no internal shift. For $\zeta=1$ we have $\boldsymbol\gamma+\mathbf v=0$, and a pure shear leaves all bond lengths unchanged to first order. From the relaxed shift, together with $C_{11}+C_{12}=2(\alpha+\beta)/a$,

$$
\boxed{\zeta=\frac{\alpha-\beta}{\alpha+\beta}=\frac{2C_{12}}{C_{11}+C_{12}}}
$$

Stiff bonds with soft angles, $\beta\ll\alpha$, drive $\zeta$ towards 1. At $\alpha=\beta$ the two forces on the sublattice balance without a shift, and $C_{12}=0$. For $\beta>\alpha$ both $\zeta$ and $C_{12}$ are negative.

In the Keating model, though not for a general potential, the softening of the shear constant follows from $\zeta$ alone:

$$
\frac{C_{44}}{C_{44}^{0}}=\frac{4\alpha\beta}{(\alpha+\beta)^2}=1-\zeta^2 .
$$

### 4. The relation among the elastic constants

The results above give three combinations:

$$
C_{11}-C_{12}=\frac{4\beta}{a},\qquad
C_{11}+3C_{12}=\frac{4\alpha}{a},\qquad
C_{11}+C_{12}=\frac{2(\alpha+\beta)}{a}.
$$

The product of the first two is $16\alpha\beta/a^2$. Twice $C_{44}$ times the third is

$$
2\cdot\frac{4\alpha\beta}{a(\alpha+\beta)}\cdot\frac{2(\alpha+\beta)}{a}=\frac{16\alpha\beta}{a^2},
$$

and therefore

$$
\boxed{2C_{44}(C_{11}+C_{12})=(C_{11}-C_{12})(C_{11}+3C_{12})}
$$

Three elastic constants are described by two force constants, so one relation must remain. It is a property of this energy function; cubic symmetry by itself leaves the three constants independent.

### 5. Test on silicon

With the rough measured values, the two sides are

$$
2\cdot80\cdot(170+64)=37440\ \text{GPa}^2,\qquad
(170-64)(170+192)=106\cdot362=38372\ \text{GPa}^2 ,
$$

and the ratio of left to right is 0.976. The inputs carry rounding uncertainties of $\pm5$ GPa in $C_{11}$ and $\pm0.5$ GPa in each of the other two. These spread the ratio over 0.931 to 1.026. The relation is thus compatible with the data at this precision, which cannot resolve a deviation of a few per cent.

The same test can be read as a prediction. Since $1\ \text{GPa·Å}=0.1$ N/m, the constants $C_{11}$ and $C_{12}$ fix

$$
\alpha=\frac{5.4\cdot362}{4}\cdot0.1=48.9\ \text{N/m},\qquad
\beta=\frac{5.4\cdot106}{4}\cdot0.1=14.3\ \text{N/m}.
$$

The third digits are only arithmetic: rounding of the inputs, including $\pm0.05$ Å in $a$, allows $\alpha$ from about 48 to 50 N/m and $\beta$ from about 13 to 15 N/m. The shear constant then follows without further input, and the lattice constant drops out:

$$
C_{44}=\frac{106\cdot362}{2\cdot234}=82\ \text{GPa}.
$$

Rounding of the inputs allows 78.5 to 85.4 GPa, which includes the measured 80 GPa. The clamped constant would be $C_{44}^{0}=(170+64)/2=117$ GPa, with a range of 114.2 to 119.8 GPa, far above the measured size. Within the model, internal relaxation is essential to the agreement.

The predicted Kleinman parameter is $\zeta=128/234=0.547$, and indeed $117\,(1-0.547^2)=82$ GPa. Rounding of the inputs allows $\zeta$ from $127/238.5=0.53$ to $129/229.5=0.56$, so only about two figures are meaningful. This $\zeta$ is inferred from elastic constants through the model; no internal displacement has been measured here. Agreement with the elastic relation does not by itself confirm this $\zeta$ for a real crystal: the measured constants of diamond obey the relation within about 1 per cent, yet $2C_{12}/(C_{11}+C_{12})\approx0.21$ there, while the measured $\zeta$ is near 0.12.

### 6. Stillinger–Weber silicon

For the Stillinger–Weber constants,

$$
\frac{2\cdot56.4\cdot227.8}{75.0\cdot380.6}\approx0.90 ,
$$

so this potential violates the relation by about 10 per cent of the right-hand side. Its internal shift, computed directly by relaxing the atoms, gives $\zeta=0.629$, while $2C_{12}/(C_{11}+C_{12})=0.671$.

At equilibrium the potential acts between nearest neighbours only, as the Keating energy does. The difference lies in the angular term. Stillinger–Weber penalizes $(\cos\theta+\tfrac13)^2$, which does not change when a bond is stretched at fixed angle. The Keating scalar product does change. To see the consequence, take a harmonic energy with the same bond terms, of strength $A$, and with angle terms of strength $B$ in which $\delta(\mathbf r_n\cdot\mathbf r_m)$ is replaced by $d^2\,\delta\cos\theta$. The Stillinger–Weber energy has this form to second order: its pair energy is at its minimum at $d$, and the distance-dependent factors of its angular term multiply a square that vanishes at rest.

**The modified angle terms.** From $\mathbf r_n\cdot\mathbf r_m=r_nr_m\cos\theta$ with $\cos\theta=-\tfrac13$ at rest, and $\delta(\mathbf r_n\cdot\mathbf r_n)=2d\,\delta r_n$,

$$
d^2\,\delta\cos\theta=\delta(\mathbf r_n\cdot\mathbf r_m)
+\tfrac16\left[\delta(\mathbf r_n\cdot\mathbf r_n)+\delta(\mathbf r_m\cdot\mathbf r_m)\right].
$$

For the two pairs belonging to $x$, the added term is $2s^2\cdot\tfrac13[t\pm(\gamma_x+v_x)]$. The sum is

$$
2s^2\left[\left(2e_{xx}-\tfrac23t\right)\pm\tfrac23(2v_x-\gamma_x)\right].
$$

Summing squares as before,

$$
W=\frac1{2a}\left\{A\left[t^2+|\boldsymbol\gamma+\mathbf v|^2\right]
+B\left[4\sum_ie_{ii}^2-\tfrac43t^2+\tfrac49|2\mathbf v-\boldsymbol\gamma|^2\right]\right\}.
$$

**Consequences.** The normal strains give $C_{11}-C_{12}=4B/a$ and $C_{12}=(A-\tfrac43B)/a$. Inserting the computed constants,

$$
\frac Ba=\frac{75.0}{4}=18.75\ \text{GPa},\qquad
\frac Aa=76.4+\frac{75.0}{3}=101.4\ \text{GPa}.
$$

Minimizing over $\mathbf v$ gives $A(\boldsymbol\gamma+\mathbf v)+\tfrac89B(2\mathbf v-\boldsymbol\gamma)=0$, hence

$$
\zeta=\frac{9A-8B}{9A+16B}=\frac{912.6-150.0}{912.6+300.0}=0.629 ,
$$

which is the directly computed value. At this shift, $\boldsymbol\gamma+\mathbf v=24B\boldsymbol\gamma/(9A+16B)$ and $2\mathbf v-\boldsymbol\gamma=-27A\boldsymbol\gamma/(9A+16B)$. The shear constant is then

$$
C_{44}=\frac{576AB^2+324A^2B}{a(9A+16B)^2}=\frac{36AB}{a(9A+16B)}=56.4\ \text{GPa},
$$

again in agreement. The different coupling between stretching and bending thus accounts for the violation. Two force constants still imply one relation among the elastic constants, but it is a different relation from Keating's.

The numerical check differentiates the full nonlinear energies and eliminates the atomic coordinates without using the formulas derived here.

## Calculated quantities

```
Keating model, direct lattice results (a = 1, alpha = 1):
beta=0.2: C11=1.6000 C12=0.8000 C44=0.6667 zeta=0.6667 (C in alpha/a)
beta=0.8: C11=3.4000 C12=0.2000 C44=1.7778 zeta=0.1111 (C in alpha/a)
beta=1.5: C11=5.5000 C12=-0.5000 C44=2.4000 zeta=-0.2000 (C in alpha/a)
Silicon, rough measured inputs:
C11 = 170 GPa, rounding +/- 5 GPa
C12 = 64 GPa, rounding +/- 0.5 GPa
C44 = 80 GPa, rounding +/- 0.5 GPa
lattice constant = 5.4 angstrom
fitted alpha = 48.9 N/m
fitted beta = 14.3 N/m
Keating relaxed C44 = 82.0 GPa
range of relaxed C44 from rounding = 78.5 to 85.4 GPa
Keating clamped C44 = 117.0 GPa
range of clamped C44 from rounding = 114.2 to 119.8 GPa
Keating Kleinman parameter = 0.547
identity left side = 37440 GPa^2
identity right side = 38372 GPa^2
left/right = 0.976
range of left/right from rounding = 0.931 to 1.026
Silicon, Stillinger-Weber potential, direct lattice results:
lattice constant = 5.431 angstrom
C11 = 151.4 GPa
C12 = 76.4 GPa
C44 = 56.4 GPa
identity left/right = 0.901
Kleinman parameter from relaxation = 0.629
2 C12/(C11 + C12) = 0.671
```
